# Why Peierls phases need closed loops to give a hopping Hall effect

Q: I model an amorphous oxide film as sites joined by hopping rates. I put the magnetic field into the transfer couplings as Peierls phases, compute every pair rate, and find no Hall voltage. Is the calculation too crude?

A: The pair rates are right. To see why, write

\[
H=\sum_i |i\rangle\langle i|\,(\varepsilon_i+X_i)+\sum_{i\ne j}J_{ij}|i\rangle\langle j|+H_{\rm vib},\qquad
J_{ij}=J\exp\Big[\frac{iq}{\hbar}\int_j^i\mathbf A\cdot d\mathbf l\Big].
\]

Here \(q\) is the carrier charge, \(J\) is real and may have either sign, and \(X_i\) is the vibrational shift of site \(i\). I assume that the magnetic field enters through the phases alone.

For two sites, let \(J_{12}=Je^{i\alpha}\) and define \(|2'\rangle=e^{-i\alpha}|2\rangle\). Then \(|1\rangle\langle2'|=e^{i\alpha}|1\rangle\langle2|\), so the coupling becomes \(J(|1\rangle\langle2'|+|2'\rangle\langle1|)\). The phase has gone. Since \(|2'\rangle\langle2'|=|2\rangle\langle2|\), the site energy, the vibrational coupling and the measured population are unchanged. No expansion in \(J\) was made, so the transition probability is independent of \(\alpha\) at any coupling strength.

A network built from such rates obeys the same equations at \(+B\) and \(-B\). It may have a transverse voltage from anisotropy or misaligned contacts, but none that is odd in \(B\), and the odd part is the Hall voltage.

Q: Would a third site help?

A: Only if it closes a loop. In an open chain 1–3–2 one can redefine \(|3\rangle\) to remove the first phase and then \(|2\rangle\) to remove the second. In a ring the last bond keeps the sum of the phases, which no redefinition removes, because each state's phase enters the product \(J_{12}J_{23}J_{31}\) once with each sign. I write

\[
J_{12}J_{23}J_{31}=J^3e^{i\Phi}.
\]

Since \(J_{ij}\) carries the particle from \(j\) to \(i\), \(\Phi\) is \(q/\hbar\) times the flux through the circuit 1→3→2→1.

A small exact calculation shows the difference. Each site has one oscillator truncated to five levels; in units of its quantum, \(J=-0.6\) and the vibrational coupling is 0.7. After a time \(3/\omega\), the population of site 2 in the pair is 0.4700. A phase of 0.8 rad changes it by \(7\times10^{-16}\), which is rounding error, and the open chain behaves alike. In the ring, reversing \(\Phi=0.8\) changes the population by 0.1063. With nine levels per oscillator these two values become 0.4669 and 0.1070, so the cutoff does not affect the conclusion.

Q: At what order in \(J\) does the flux first appear?

A: A probability is an amplitude times a conjugate amplitude. Each term therefore describes one path out and another path back, a closed circuit with one factor of \(J\) per bond. With two bonds the circuit retraces itself and encloses nothing. Three mutually coupled sites give the smallest circuit that encloses flux, at order \(J^3\): the direct path 1→2 interferes with 1→3→2. A square plaquette without diagonals needs four bonds.

At fixed, unequal site energies and a fixed time, doubling \(J\) from 2 to 4 meV gave flux-odd populations growing as \(J^{3.000}\) for the triangle and \(J^{4.000}\) for the square. These are transient populations; a steady rate demands something more.

Q: Before that, what is the ordinary pair rate, so that I have something to compare with?

A: Give each site a classical oscillator with energy \(KQ^2/2\) and let an occupying carrier add \(-cQ\). The site energy \(-cQ\) has thermal variance \(c^2kT/K\). Its mean is zero for an empty site and \(-c^2/K\) for an occupied, relaxed one. Define \(\lambda=c^2/K\), the reorganization energy of a pair: each of the two oscillators contributes \(c^2/2K\).

With the carrier on site 1 and equal bare energies, the gaps \(x=E_2-E_1\) and \(y=E_3-E_1\) are Gaussian. Each has mean \(\lambda\) and variance \(2\lambda kT\). Their covariance is \(\lambda kT\), because both contain \(E_1\).

Take the vibrations to be slow, so that a gap is frozen during the electronic transfer. First-order perturbation theory gives

\[
P_2=\frac{J^2}{\hbar^2}\left|\int_0^t e^{ixs/\hbar}ds\right|^2
=J^2\frac{4\sin^2(xt/2\hbar)}{x^2}\;\to\;\frac{2\pi J^2t}{\hbar}\,\delta(x).
\]

Averaging over \(x\) yields \(W_2=(2\pi J^2/\hbar)\,p_x(0)\), or

\[
W_2=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}}\,e^{-\lambda/4kT}.
\]

This holds for weak coupling and for baths that relax between hops.

Q: Now add the path through site 3.

A: The two amplitudes for reaching site 2 are

\[
A_1=-\frac{i}{\hbar}J_{21}\int_0^t ds\,e^{ixs/\hbar},\qquad
A_2=-\frac{1}{\hbar^2}J_{23}J_{31}\int_0^t ds_2\int_0^{s_2}ds_1\,e^{i(x-y)s_2/\hbar}e^{iys_1/\hbar}.
\]

The third-order probability is \(2\,{\rm Re}\,A_1^*A_2\). Let \(F\) be the product of the time integrals, with the one from \(A_1\) conjugated. Using \(J_{21}^*=J_{12}\) and \((+i)(-1)=-i\),

\[
P_2^{(3)}=2\,{\rm Re}\Big[-\frac{i}{\hbar^3}J^3e^{i\Phi}F\Big]
=\frac{2J^3}{\hbar^3}\big(\sin\Phi\,{\rm Re}F+\cos\Phi\,{\rm Im}F\big).
\]

The exponents in \(F\) add to \(-i[x(s-s_2)+y(s_2-s_1)]/\hbar\). Let \(u=s-s_2\) and \(v=s_2-s_1>0\). The average over gaps damps large \(u\) and \(v\), so at long times the remaining integral over \(s_2\) gives a factor \(t\):

\[
\frac{F}{t}=\int\!dx\,dy\,p(x,y)\int_{-\infty}^{\infty}\!du\,e^{-ixu/\hbar}\int_0^\infty\!dv\,e^{-iyv/\hbar}
=\hbar^2\!\int\!dx\,dy\,p(x,y)\,2\pi\delta(x)\Big[\pi\delta(y)-i\,\mathrm P\frac1y\Big].
\]

The real part is \(2\pi^2\hbar^2p(0,0)\), so the flux-odd rate is

\[
W_{\rm odd}=\frac{4\pi^2J^3}{\hbar}\,p(0,0)\sin\Phi .
\]

It needs both gaps to vanish together, a triple coincidence of site energies.

Q: Why is interference alone not enough?

A: Look at the relative phase. Away from resonance, site 3 is visited virtually and turns the coupling \(J\) into \(J-J^2e^{i\Phi}/y\), up to a common phase. The two terms have a real ratio apart from \(e^{i\Phi}\), so the squared magnitude contains \(\cos\Phi\), which is even. The delta function \(\delta(y)\) describes real passage through site 3 and supplies an extra quarter-turn of phase. That turns the cosine into a sine.

I tested this by evolving the three-site problem exactly for frozen gaps, averaging over their Gaussian distribution, and taking the population growth between 50 and 80 \(\hbar\)/eV. With \(\lambda=0.8\) eV, 300 K, \(J=0.05\) meV and \(\Phi=0.7\), the odd rate was 0.9987 of the formula. At \(J=0.30\) meV the ratio was 0.9518. The deviation grows about 37-fold for a sixfold coupling, close to the factor 36 of a relative correction of order \(J^2\). Most of it comes from gaps far from the triple coincidence, where sites 2 and 3 resonate and exchange the small population that the sudden start puts on them. That exchange is not a completed hop from site 1. It limits this frozen-gap test to very weak coupling, and the correction should not be extrapolated to the steady rate at larger \(J\). When the third site lay 3 eV higher on average, with a spread of 0.15 eV, the computed odd rate at 0.05 meV was below \(10^{-7}\) of the even third-order one. The third-order formula gives a far smaller value still. What remains grows as \(J^5\), so it belongs to a higher order.

Q: How strongly is the triple coincidence activated?

A: The covariance matrix is \(\lambda kT\begin{pmatrix}2&1\\1&2\end{pmatrix}\), with determinant \(3(\lambda kT)^2\). With \(d_x=x-\lambda\) and \(d_y=y-\lambda\), inverting it gives

\[
p(x,y)=\frac{1}{2\pi\sqrt3\,\lambda kT}\exp\Big[-\frac{d_x^2-d_xd_y+d_y^2}{3\lambda kT}\Big].
\]

At \(x=y=0\) the numerator of the exponent is \(\lambda^2\). Writing \(W_{\rm odd}=w_3\sin\Phi\),

\[
w_3=\frac{2\pi J^3}{\sqrt3\,\hbar\lambda kT}\,e^{-\lambda/3kT}.
\]

The barrier is \(\lambda/3\), against \(\lambda/4\) for a pair.

The even term follows from the same density. At \(x=0\) the numerator is \((y-\lambda/2)^2+3\lambda^2/4\), so \(p(0,y)\) equals \(p_x(0)\) times a Gaussian of mean \(\lambda/2\) and variance \(3\lambda kT/2\). The even correction is therefore \(-2J\langle \mathrm P\,1/y\rangle W_2\cos\Phi\). It keeps the pair barrier but gives no Hall effect.

Q: In a regular lattice every bond has a triangle on each side. Do their fluxes not cancel?

A: At zero electric field they do. Take a planar triangular lattice of spacing \(a\) with \(\mathbf B=B\hat{\mathbf z}\). Consider a hop from site 1 by \(a\hat{\mathbf d}\), and let \(\hat{\mathbf n}=\hat{\mathbf z}\times\hat{\mathbf d}\). If site 3 lies on the \(-\hat{\mathbf n}\) side, the circuit 1→3→2→1 is anticlockwise and \(\Phi=+\varphi\); on the other side \(\Phi=-\varphi\). Here \(\varphi=qB\sqrt3a^2/4\hbar\).

An electric field tilts the site energies, \(\varepsilon_i=-q\mathbf E\cdot\mathbf r_i\). The mean gaps become \(\lambda+\delta_2\) and \(\lambda+\delta_3\), with \(\delta_j=\varepsilon_j-\varepsilon_1\). The numerator in the exponent of \(p(0,0)\) changes to \(\lambda^2+\lambda(\delta_2+\delta_3)\) at first order. Since \(\delta_2+\delta_3=3(\bar\varepsilon-\varepsilon_1)\), where \(\bar\varepsilon\) is the mean over the triangle, the odd rate acquires the factor

\[
1+\frac{\varepsilon_1-\bar\varepsilon}{kT}=1+\frac{q\mathbf E\cdot(\bar{\mathbf r}-\mathbf r_1)}{kT}.
\]

The centroids lie at \(\bar{\mathbf r}-\mathbf r_1=a\hat{\mathbf d}/2\pm(\sqrt3a/6)\hat{\mathbf n}\). Subtracting the \(+\hat{\mathbf n}\) triangle from the \(-\hat{\mathbf n}\) one, for small \(\varphi\), leaves the net odd rate

\[
-w_3\varphi\,\frac{qa}{\sqrt3\,kT}\,\mathbf E\cdot\hat{\mathbf n}.
\]

Q: How does that become a Hall mobility, and in which direction?

A: Multiply by the hop vector and sum over six neighbours. Use \(\hat{\mathbf n}\cdot\mathbf E=\hat{\mathbf d}\cdot(\mathbf E\times\hat{\mathbf z})\) and \(\sum\hat{\mathbf d}(\hat{\mathbf d}\cdot\mathbf c)=3\mathbf c\) for any in-plane vector \(\mathbf c\):

\[
\mathbf v_\perp=-\frac{\sqrt3\,a^2qw_3\varphi}{kT}\,\mathbf E\times\hat{\mathbf z}.
\]

For the longitudinal drift, the pair gap \(\lambda-qa\mathbf E\cdot\hat{\mathbf d}\) changes \(W_2\) by the factor \(1+qa\mathbf E\cdot\hat{\mathbf d}/2kT\). The same sum gives

\[
\mathbf v_\parallel=\frac{3a^2qW_2}{2kT}\mathbf E,\qquad \mu_D=\frac{3ea^2W_2}{2kT}.
\]

This \(\mu_D\) is the leading, \(J^2\) result.

The Lorentz force \(q\mathbf v_\parallel\times\mathbf B\) points along \(q^2\mathbf E\times\hat{\mathbf z}\). Counting that direction as positive, and inserting \(\varphi\) and \(|q|=e\), I divide \(v_\perp\) by \(|v_\parallel|B\):

\[
\mu_H=-\frac{2}{\sqrt3}\,\frac{e}{\hbar}\,\frac{\sqrt3a^2}{4}\,\frac{w_3}{W_2}
=-\frac{ea^2}{2\hbar}\frac{w_3}{W_2}.
\]

The ratio of the two rates is \(w_3/W_2=2J\sqrt{\pi/3\lambda kT}\,e^{-\lambda/12kT}\), because \(1/3-1/4=1/12\). Hence

\[
\mu_H=-\frac{ea^2J}{\hbar}\sqrt{\frac{\pi}{3\lambda kT}}\;e^{-\lambda/12kT}.
\]

For \(J<0\) the deflection has the Lorentz sense; for \(J>0\) it is reversed. The sign of the Hall voltage thus depends on the sign of the coupling around the triangle as well as on the charge.

Q: Put in numbers for an oxide film.

A: I take rough values for electron small polarons: \(a=0.35\) nm, \(\lambda=0.80\) eV, \(J=-10\) meV, 300 K and 1 T. Then \(kT=25.85\) meV, \(W_2=8.18\times10^8\) s⁻¹ and \(w_3=-8.83\times10^6\) s⁻¹. The drift mobility is

\[
\mu_D=\frac{1.5\,(3.5\times10^{-8}\,{\rm cm})^2(8.18\times10^8\,{\rm s^{-1}})}{0.02585\,{\rm V}}
=5.8\times10^{-5}\ {\rm cm^2/Vs}.
\]

One triangle has \(|\varphi|=8.06\times10^{-5}\) rad and \(|w_3|/W_2=0.0108\). The Hall angle is

\[
\frac{2}{\sqrt3}(8.06\times10^{-5})(0.0108)=1.0\times10^{-6}\ {\rm rad}.
\]

Dividing by 1 T gives \(\mu_H=1.0\times10^{-6}\) m²/Vs, or 0.010 cm²/Vs. An explicit sum over the six hops at 0.01 MV/cm, with phases taken from a vector potential, agrees with both mobilities and with the sign.

Q: The Hall mobility is 170 times the drift mobility. Can that be right?

A: Within this model, yes. The drift mobility measures how often a carrier hops. The Hall mobility measures the odd rate relative to the pair rate, so most of the activation cancels. Their barriers are \(\lambda/12=0.067\) eV and \(\lambda/4=0.20\) eV, apart from the powers of \(T\) in the prefactors. With the classical bath, from 250 to 400 K, \(\mu_D\) rises 16-fold and \(\mu_H\) 2.5-fold, so their ratio falls from 404 to 64.

This matters for carrier counting. With \(\sigma=ne\mu_D\), the Hall estimate \(n_H=\sigma/e\mu_H\) equals \(n\mu_D/\mu_H\). With these classical rates it would be 173 times too small at 300 K.

Q: A vibrational quantum in an oxide is not small compared with \(kT\). Does the classical bath survive?

A: The mechanism does, but the rates move. Let each site have a mode of frequency \(\omega\), with thermal occupation \(\bar n\). Shifting the oscillators to their relaxed positions turns each hop into a pair of displacements \(e^{\pm A}\), with \(A=\sqrt S(b^\dagger-b)\) and \(S=\lambda/2\hbar\omega\). The Gaussian thermal average is \(G(\tau)=\langle e^{-A(\tau)}e^{A}\rangle=\exp[\langle A^2\rangle-\langle A(\tau)A\rangle]\). Using \(\langle bb^\dagger\rangle=\bar n+1\) and \(\langle b^\dagger b\rangle=\bar n\),

\[
G(\tau)=\exp\{-S[(2\bar n+1)(1-\cos\omega\tau)+i\sin\omega\tau]\}.
\]

In the pair rate each site is displaced twice, at times \(\tau\) apart, so \(W_2=(J^2/\hbar^2)\int G(\tau)^2d\tau\). In the triangle the three sites are displaced at separations \(u\), \(v\) and \(u+v\), so the integrand of \(F/t\) is \(C=G(u)G(v)G(u+v)\). Because \(G(-\tau)=G^*(\tau)\), reversing both times conjugates \(C\). The real part over \(v>0\) is therefore half the full-plane integral, and \(w_3=(J^3/\hbar^3)\iint C\,du\,dv\).

The first-order field factors found for the classical bath survive. Tilted site energies multiply \(G(\tau)^2\) by \(e^{-i\delta_2\tau/\hbar}\) and \(C\) by \(e^{-i(\delta_2u+\delta_3v)/\hbar}\). Since \(G(\tau)=G(-\tau-i\hbar/kT)\), shifting \(\tau\) by \(-i\hbar/2kT\) makes \(G^2\) even, and shifting \(u\) and \(v\) by \(-i\hbar/3kT\) makes \(C\) symmetric in \(u\), \(v\) and \(-(u+v)\). The shifts give the factors \(e^{-\delta_2/2kT}\) and \(e^{-(\delta_2+\delta_3)/3kT}\), and by symmetry the remaining linear terms integrate to zero. The mobility formulas therefore keep their form with the new rates.

I integrate over one vibrational period, assuming that a spread of frequencies in a real solid removes the later recurrences. For a 5 meV quantum the pair and triangle rates are 1.007 and 1.008 times the classical ones, which tests the slow limit. For 60 meV the factors are 2.43 and 2.97. Then \(\mu_D=1.4\times10^{-4}\) and \(\mu_H=1.2\times10^{-2}\) cm²/Vs. The Hall mobility gains just 22% because the ratio of rates matters. It is now 87 times the drift mobility, not 173 times. The temperature dependence also weakens: from 250 to 400 K, \(\mu_D\) rises 5.8-fold and \(\mu_H\) 2.0-fold.

Q: What else could spoil the estimate?

A: First, the coupling must be weak. The crossing is reached about \(\nu e^{-\lambda/4kT}\) times per second, with \(\nu=\omega/2\pi\), and is passed twice each time. If \(\gamma\) is the small transfer probability per passage, \(W_2=2\nu\gamma e^{-\lambda/4kT}\). This Landau–Zener exponent is \(\gamma=0.065\) here. It grows as \(J^2\), so at 40 meV, with the rest fixed, it would be about 1 and the expansion would fail. At 10 meV, sweeping the gaps linearly through the triple coincidence and averaging over thermal speeds gives an odd transfer roughly 20% below the \(J^3\) formula.

Second, the flux-even paths through the two triangles beside a bond change its rate by 13%. I left this out of \(\mu_D\). I also left out of \(\mu_H\) the terms of order \(J^4\), which come from four-site loops enclosing two triangles. For frozen gaps and \(J=-10\) meV they would add about half of the quoted \(\mu_H\), so that value is good only to within a factor of about two even inside the model.

Third, the magnetic field also squeezes the orbitals. The scale of this effect is \((a/\ell_B)^4=3.5\times10^{-8}\), with \(\ell_B=\sqrt{\hbar/eB}=25.7\) nm. It is even in \(B\), so it cannot restore a Hall effect to the pair rates.

Q: How close is this to a film I could actually grow?

A: The parameters are meant for oxides whose electrons hop as small polarons, such as substoichiometric amorphous tungsten oxide; they are rough, and \(J\) is the least certain. The triangular lattice is a model, not the structure of that oxide: its octahedra share mainly corners, so triangles of neighbouring metal sites are less common. With the parameters above, a loop of four sites without diagonals gives a flux-odd rate between neighbours only about a tenth of the triangle's for the same flux phase. A square of the same side encloses 2.3 times the flux, which makes up part of the loss, so the Hall mobility could be a few times smaller. Real films also break the assumption of equal sites on a regular plane. With all else fixed, raising the final site by 50 meV multiplies a pair rate by 0.37, and raising the third site by 50 meV multiplies a triangle rate by 0.50. Current then selects easy paths, and the triangles have random shapes and orientations. These single-hop factors do not fix the film's mobility, so I would read 0.01 cm²/Vs as a scale for films rich in triangles of neighbouring sites. Amorphous indium gallium zinc oxide, with Hall mobilities of roughly 10 cm²/Vs, lies far outside this regime and needs a description with extended states.

The measurement is demanding too. At a Hall angle of \(10^{-6}\), a longitudinal field of 0.01 MV/cm gives a transverse field of only 0.01 V/cm. Reversing \(B\) and keeping the odd part of the voltage separates it from contact misalignment. The remaining values are listed in the numerical output.

## Table of computed values

```
site spacing a = 0.35 nm
reorganization energy lam = 0.80 eV
coupling J = -10.0 meV
vibrational quantum = 60 meV
T = 300 K, kT = 25.85 meV, B = 1.0 T
electric field in hop sum = 0.010 MV/cm
vibronic pair: population of site 2 = 0.4700
vibronic pair: change with phase = 7.2e-16
vibronic open chain: change with phase = 4.4e-16
vibronic ring: change on flux reversal = 0.1063
order in J of flux-odd part, triangle = 3.000
order in J of flux-odd part, square = 4.000
coupling in ensemble tests = 0.05 meV
ensemble/formula, second order = 1.0000
ensemble/formula, flux-odd third order = 0.9987
same ratio at coupling 0.30 meV = 0.9518
ensemble/formula, flux-even third order = 1.0000
no triple coincidence: odd/even = 3.5e-08
slow vibrations (5 meV)/classical, pair = 1.0069
slow vibrations (5 meV)/classical, triangle = 1.0084
pair barrier lam/4 = 0.2000 eV
triple-coincidence barrier lam/3 = 0.2667 eV
Hall-mobility activation lam/12 = 0.0667 eV
pair rate W2 = 8.176e+08 1/s
triangle coefficient w3 = -8.828e+06 1/s
ratio |w3|/W2 = 1.0797e-02
flux phase of one triangle = 8.059e-05 rad
flux-odd rate of one triangle = 7.114e+02 1/s
250 K: mu_D = 1.626e-05, mu_H = 6.571e-03 cm2/Vs, mu_H/mu_D = 404.2
300 K: mu_D = 5.812e-05, mu_H = 1.005e-02 cm2/Vs, mu_H/mu_D = 172.9
400 K: mu_D = 2.611e-04, mu_H = 1.658e-02 cm2/Vs, mu_H/mu_D = 63.5
hop sum: mu_D = 5.812e-05 cm2/Vs
hop sum: mu_H = 1.005e-02 cm2/Vs
Hall angle at 1 T = 1.005e-06 rad
quantum/classical pair rate = 2.428
quantum/classical triangle rate = 2.967
mu_D with quantum vibrations = 1.411e-04 cm2/Vs
mu_H with quantum vibrations = 1.228e-02 cm2/Vs
Landau-Zener exponent = 0.0645
flux-even share of pair rate, two triangles = 0.1279
site-energy offset for sizing = 50 meV
pair-rate factor, final site raised = 0.369
triangle-rate factor, third site raised = 0.504
magnetic length = 25.66 nm
orbital-shrinkage scale (a/l_B)^4 = 3.5e-08
```
